# Where extrapolated ohmic and space-charge currents cross in a low-k film

**Question**

I am stuck on an exercise about leakage through a low-k dielectric. The film is 100 nm thick, has relative permittivity 2.5, and contains $10^{15}$ free carriers per cubic centimetre. I have to show that the extrapolated ohmic and trap-free space-charge currents cross near 64 mV.

I know that one current should grow as $V$ and the other as $V^2$, but I cannot derive the factor in the second law. I was also given no mobility. Is the information sufficient? And if I measured this film, would I see the current change from a linear to a quadratic law at 64 mV?

**Answer**

The information is sufficient for the crossing, because both currents are proportional to the same mobility. Your last question needs more physics: two lines can cross at a voltage where neither describes the measured current.

**The model and its units**

Take a plane film between $x=0$ and $x=L$. One sign of carrier moves, with uniform mobility $\mu$. I take the carriers as positive and moving towards larger $x$; for electrons, reverse the field and use magnitudes. Before injection the free density is $n$, and fixed charge of opposite sign neutralises it. No carriers are trapped.

I use atomic units in the algebra: $e=\hbar=m_e=4\pi\varepsilon_0=1$. Poisson's equation for a mobile density $p$ alone is then

$$\frac{dF}{dx}=\frac{4\pi p}{\varepsilon_r},$$

where $F$ is the field and $\varepsilon_r$ the relative permittivity. To return to SI units, replace $\varepsilon_r/(4\pi)$ by $\varepsilon=\varepsilon_r\varepsilon_0$ and restore the elementary charge $q$.

**The ohmic line**

If injection is negligible, the film is neutral and its field is uniform, $F=V/L$. The current density is carrier density times drift velocity $\mu F$:

$$J_\Omega=n\mu\frac{V}{L}.$$

**The space-charge line**

Now consider the opposite extreme, in which injected carriers greatly outnumber the original ones. Neglect the original carriers with their neutralising charge, and neglect diffusion. In the steady state $J$ is independent of $x$, and

$$J=p\mu F,\qquad\text{so}\qquad p=\frac{J}{\mu F}.$$

Put this density into Poisson's equation and multiply by $F$:

$$F\frac{dF}{dx}=\frac{4\pi J}{\varepsilon_r\mu}.$$

The left side is $\tfrac12\,d(F^2)/dx$. An ideal injecting contact supplies an unlimited density at $x=0$. With finite drift current, $p\to\infty$ requires $F(0)=0$. Integration from the contact gives

$$F(x)^2=\frac{8\pi J}{\varepsilon_r\mu}x.$$

Thus $F(x)=F(L)\sqrt{x/L}$, and the voltage is

$$V=\int_0^L F\,dx=F(L)\int_0^L\sqrt{\frac{x}{L}}\,dx=\frac23LF(L).$$

Hence $F(L)=3V/(2L)$. Insert this into the expression for $F^2$ at $x=L$:

$$\frac{9V^2}{4L^2}=\frac{8\pi JL}{\varepsilon_r\mu}.$$

Solving for the current gives the Mott–Gurney law,

$$J_{\rm SC}=\frac{9\varepsilon_r\mu V^2}{32\pi L^3}
\quad\longrightarrow\quad
\frac98\,\varepsilon\mu\frac{V^2}{L^3}\ \text{in SI units.}$$

One power of $V$ comes from the drift velocity. The other comes from the injected charge, which itself grows with voltage.

**The crossing**

Set the two currents equal:

$$n\mu\frac{V}{L}=\frac{9\varepsilon_r\mu V^2}{32\pi L^3}.$$

The solution $V=0$ is the common origin. For the other solution, divide by $\mu V$ and multiply by $32\pi L^3/(9\varepsilon_r)$:

$$V_\times=\frac{32\pi nL^2}{9\varepsilon_r}
\quad\longrightarrow\quad
\frac{8qnL^2}{9\varepsilon}\ \text{in SI units.}$$

The mobility has cancelled. It is convenient to define the charge voltage $V_q=qnL^2/\varepsilon$, which is $4\pi nL^2/\varepsilon_r$ in atomic units. With $n=10^{21}\ \mathrm{m^{-3}}$ and $L=10^{-7}\ \mathrm m$,

$$V_q=\frac{(1.602\times10^{-19})(10^{21})(10^{-7})^2}{2.5\,(8.854\times10^{-12})}\ \mathrm V
=72.38\ \mathrm{mV}.$$

Therefore

$$V_\times=\frac89(72.38\ \mathrm{mV})=64.3\ \mathrm{mV},$$

or $0.00236$ hartree per elementary charge. This is the required result. Integrating the drift and Poisson equations numerically, and finding where that curve meets Ohm's law, also gives 64.338 mV, in agreement with the formula to the printed digits.

At fixed permittivity and thickness, $V_\times$ is proportional to $n$. At fixed density and permittivity, it is proportional to $L^2$. A tenfold error in the assumed carrier density therefore moves the answer tenfold.

**What the crossing means**

The area density of injected charge follows from Gauss's law. Since $F(0)=0$ on the space-charge line,

$$\int_0^L p\,dx=\frac{\varepsilon_r}{4\pi}F(L)
=\frac{3\varepsilon_rV}{8\pi L}.$$

At the crossing this becomes

$$\frac{3\varepsilon_r}{8\pi L}\,\frac{32\pi nL^2}{9\varepsilon_r}
=\frac43nL.$$

So the crossing is where the injected charge, calculated as if it were alone, has become comparable with the original mobile charge $nL$.

There is an equivalent statement about time. A carrier on the space-charge line crosses the film in

$$t_{\rm tr}=\int_0^L\frac{dx}{\mu F}
=\frac{1}{\mu F(L)}\int_0^L\sqrt{\frac Lx}\,dx
=\frac{2L}{\mu F(L)}=\frac{4L^2}{3\mu V}.$$

Compare this with the time in which the original carriers screen a small excess charge density $\rho$. Moving with the drifting charge, charge conservation and Poisson's equation give, to first order,

$$\frac{d\rho}{dt}=-n\mu\frac{dF}{dx}=-\frac{4\pi n\mu}{\varepsilon_r}\rho,$$

so the relaxation time is $\tau=\varepsilon_r/(4\pi n\mu)$. At $V_\times$,

$$t_{\rm tr}=\frac{4L^2}{3\mu}\,\frac{9\varepsilon_r}{32\pi nL^2}
=\frac{3\varepsilon_r}{8\pi n\mu}=\frac32\tau.$$

Well below this voltage, injected charge would be screened before it crossed. Well above it, the charge would cross first. This reading still belongs to a model without diffusion.

**Joining the two lines by drift alone**

The two laws are limits of one drift problem. Keep the fixed charge, so that

$$\frac{dF}{dx}=\frac{4\pi}{\varepsilon_r}(p-n),\qquad p=\frac{J}{\mu F}.$$

Define $u=n\mu F/J=n/p$. Then $F=Ju/(n\mu)$, and Poisson's equation becomes

$$\frac{J}{n\mu}\frac{du}{dx}=\frac{4\pi n}{\varepsilon_r}\left(\frac1u-1\right).$$

With the scaled position $w=4\pi n^2\mu x/(\varepsilon_rJ)$, this is $du/dw=(1-u)/u$. Since $u=0$ at the contact,

$$w=\int_0^u\frac{s\,ds}{1-s}
=\int_0^u\left(-1+\frac1{1-s}\right)ds
=-u-\ln(1-u).$$

The voltage contains the integral

$$\int_0^w u\,dw'=\int_0^u\frac{s^2ds}{1-s}
=-\frac{u^2}{2}-u-\ln(1-u)=w-\frac{u^2}{2}.$$

Restoring the scales of $F$ and $x$, with $u$ and $w$ taken at $x=L$,

$$V=\frac{\varepsilon_rJ^2}{4\pi n^3\mu^2}
\left(w-\frac{u^2}{2}\right),\qquad
w=\frac{4\pi n^2\mu L}{\varepsilon_rJ}.$$

For small current, $w$ is large and $u$ approaches 1. To leading order the bracket is $w$, so $V=JL/(n\mu)$, which is Ohm's law.

For large current, $u$ is small. Expanding the logarithm gives $w\simeq u^2/2$ and

$$w-\frac{u^2}{2}\simeq\frac{u^3}{3}\simeq\frac{(2w)^{3/2}}3.$$

Squaring the voltage then gives

$$V^2\simeq\frac{\varepsilon_r^2J^4}{16\pi^2n^6\mu^4}\,
\frac19\left(\frac{8\pi n^2\mu L}{\varepsilon_rJ}\right)^3
=\frac{32\pi JL^3}{9\varepsilon_r\mu},$$

which is the Mott–Gurney law again.

At $V_\times$ the smooth solution carries 1.805 times the current at which the two lines meet. Even with drift alone, the curve does not pass through their intersection; it bends gradually above it.

**Why the ohmic line may be hidden**

At 300 K the thermal voltage is 25.85 mV, so $V_\times$ is only 2.49 thermal voltages. That is a warning that diffusion matters. Suppose both electrodes inject equally well. Carriers then spread into the film from both sides even at zero bias.

Let $\theta=k_BT$ in atomic units. The current with diffusion is

$$J=\mu\left(pF-\theta\frac{dp}{dx}\right).$$

First omit the background carriers and their fixed charge, to see what the contacts alone contribute. In equilibrium $J=0$, hence $F=\theta\,d(\ln p)/dx$. Poisson's equation becomes

$$\theta\frac{d^2\ln p}{dx^2}=\frac{4\pi p}{\varepsilon_r}.$$

Try the symmetric profile

$$p_0(x)=\frac{A}{\cos^2z},\qquad z=a\left(\frac xL-\frac12\right).$$

The first derivative of $-2\ln\cos z$ with respect to $z$ is $2\tan z$, and the second is $2/\cos^2z$. Therefore

$$\theta\frac{2a^2}{L^2\cos^2z}=\frac{4\pi A}{\varepsilon_r\cos^2z},
\qquad A=\frac{\varepsilon_r\theta a^2}{2\pi L^2}.$$

The contact density $p_c$ fixes $a$ through $p_c=A/\cos^2(a/2)$. For very dense contacts the cosine must tend to zero, so $a\to\pi$.

Now apply a small voltage. Let $\phi$ be the electric potential, $F=-d\phi/dx$, and define $\Phi=\phi+\theta\ln p$. The current equation is then

$$J=-\mu p\frac{d\Phi}{dx}.$$

The contact densities are equal, so their logarithms cancel in the difference of $\Phi$ across the film. What remains is the applied voltage:

$$V=\Phi(0)-\Phi(L)=\frac J\mu\int_0^L\frac{dx}{p}.$$

Because $J$ is already first order in $V$, the equilibrium density $p_0$ may be used in the integral:

$$\int_0^L\frac{dx}{p_0}=\frac1A\int_0^L\cos^2z\,dx
=\frac{L}{2A}\left(1+\frac{\sin a}{a}\right).$$

Thus the contact-supplied linear current is

$$J_{\rm D}=\frac{\varepsilon_r\theta\mu a^2}
{\pi L^3(1+\sin a/a)}V.$$

In the dense-contact limit,

$$J_{\rm D}\to\frac{\pi\varepsilon_r\theta\mu V}{L^3}
\quad\longrightarrow\quad
4\pi^2\varepsilon\mu\frac{k_BT}{q}\frac V{L^3}
\ \text{in SI units.}$$

This current is linear in voltage, like Ohm's law, but varies as $L^{-3}$ instead of $L^{-1}$. Its ratio to the ohmic current is

$$\frac{J_{\rm D}}{J_\Omega}=\frac{\pi\varepsilon_r\theta}{nL^2}
=4\pi^2\frac{k_BT/q}{V_q}
=4\pi^2\frac{25.85}{72.38}=14.1.$$

In this limit, the carriers supplied by the contacts conduct about fourteen times as well as the stated background would alone.

**What the full model gives**

I now restore the background and solve drift, diffusion and Poisson's equation together. I choose a contact density of $10^{18}\ \mathrm{cm^{-3}}$ at both electrodes. The low-bias current is 13.0 times the ohmic line. At $V_\times$ it is 13.2 times the current at the intersection.

The local slope $d\ln J/d\ln V$ at $V_\times$ is 1.03. The current is therefore still almost linear, and this model has no change to a square law at 64 mV. These numbers depend on the contacts. The low-bias ratio is 9.7 for $10^{17}\ \mathrm{cm^{-3}}$ and 4.5 for $10^{16}\ \mathrm{cm^{-3}}$ at both electrodes. If only the injecting contact is dense and the collecting one is held at the background density, the ratio is 2.8 and the slope at $V_\times$ is 1.3, still well short of 2.

Where would its low-bias line meet the Mott–Gurney line? Multiplying the ohmic current by a factor $r$ multiplies the crossing voltage by $r$, because the other line is quadratic. Hence

$$V=rV_\times=13.02\,(64.34\ \mathrm{mV})\simeq0.84\ \mathrm V.$$

This too is an intersection of extrapolated lines. At 1 V the solved slope is 1.58, and the current is still 1.77 times the Mott–Gurney value. The transition is broad.

A thicker film can behave differently. At fixed $n$, $T$ and $\varepsilon_r$, the dense-contact ratio falls as $1/L^2$. It reaches one near $100\sqrt{14.1}\simeq375$ nm. For a 1000 nm film it is about 0.14, while $V_\times$ rises a hundredfold to 6.4 V. The full model for this film, with the same contacts, gives a nearly linear current up to about 0.6 V. That current is about 1.24 times the ohmic line, and the slope reaches about 1.5 at 6.4 V. The background then dominates the low-bias current, but the contacts still raise it by about a quarter. The estimate omits the background when calculating the contact contribution, so 375 nm is a scale, not a sharp boundary.

**How this compares with a real dielectric**

The permittivity, thickness and carrier density are the exercise's assumptions. The carrier density in particular would have to be measured for a real film. For current and time scales I choose a hopping mobility of $10^{-12}\ \mathrm{cm^2/Vs}$; it is not a measured property. The lines then cross at $1.03\times10^{-12}\ \mathrm{A/cm^2}$. Using one mobility for both lines is also an assumption: in a hopping film the mobility can depend on carrier density and field, and then it need not cancel from the crossing. The absence of traps is a further assumption that a real film may not satisfy. If a fixed fraction $f$ of the injected carriers is free, Poisson's equation contains $p/f$ in place of $p$. The space-charge current is multiplied by $f$, and the crossing voltage by $1/f$. With $n$ still denoting free background carriers, $f=0.01$ would move the crossing from 64 mV to 6.4 V, provided $f$ stayed fixed up to that voltage. This needs a trap density well above the mean injected density there, $\tfrac43n/f\simeq1.3\times10^{17}\ \mathrm{cm^{-3}}$.

The fraction $f$ need not stay fixed as the field changes. For a trap that is charged when empty, the carrier's energy along the field is $-1/(\varepsilon_rr)-Fr$. Its maximum is at $r=1/\sqrt{\varepsilon_rF}$, so the barrier falls by $2\sqrt{F/\varepsilon_r}$. At the mean crossing field, 0.0064 MV/cm, this is 0.0385 eV. The corresponding Boltzmann factor is $\exp(0.0385/0.02585)\simeq4.4$ at 300 K. This estimate assumes escape straight along the field, so it overstates the effect here: the barrier top is 30 nm from the trap, where the Coulomb energy is already below $k_BT$, and carriers can also escape sideways or by diffusion. The change in $f$ may be modest at this field, but the barrier lowering grows as $\sqrt F$. At 6.4 V the mean field is 0.64 MV/cm and the lowering is 0.385 eV, about $15k_BT$, so for such traps $f$ would not stay at 0.01 and the 6.4 V figure would not hold. Local fields can also exceed the mean applied field: in the trap-free film with dense contacts, the built-in field averages about 0.026 MV/cm in magnitude.

Other omissions affect the result in different ways:

- **Settling:** for the chosen mobility, $\tau$ is about 1400 s and $t_{\rm tr}$ at $V_\times$ about 2100 s. These times belong to the background carriers and to the drift-only space-charge line; the denser charge supplied by two injecting contacts settles sooner. A voltage sweep faster than the settling does not measure a steady current. Both times vary as $1/\mu$.
- **Discrete charge:** a cube of side $L$ contains on average one background carrier. The smooth charge density is an average over a large electrode area, and local fields can differ from it. The limit is sharper at the contacts. The dense layer there is about 3 nm thick, less than the 10 nm spacing of carriers at $10^{18}\ \mathrm{cm^{-3}}$, and the omitted image energy at that distance is about $2k_BT$. The contact field and barrier quoted below are therefore rough.
- **Temperature:** at 378 K, with $n$ held fixed, the dense-contact ratio rises from 14.1 to 17.8. The crossing formula does not change, but a thermally activated $n$ would move its value.
- **Breakdown and tunnelling:** a rough breakdown field of 5 MV/cm is nearly 800 times the mean crossing field. The built-in field beside the dense contacts is higher, about 0.19 MV/cm, but still well below breakdown. For a flat 1 eV barrier and the free-electron mass, the direct-tunnelling exponent is about 1025, so tunnelling across the whole film is negligible.
- **Degeneracy:** the chosen contact density is 0.04 of the free-mass band density at 300 K, so Boltzmann statistics are reasonable in a band picture. In a hopping film, the density of available sites would have to be compared instead.
- **Injection:** in the same band picture, the chosen contact density requires an injection barrier of only about 0.08 eV. A 1 eV barrier would leave about 400 carriers per cubic centimetre at the contact. Such a contact need not supply the space-charge current assumed here, and may itself limit the measured current.

For the exercise, then, equate the two laws and obtain 64 mV. For a measurement, do not convert an observed bend into a carrier density with $V_\times=8qnL^2/(9\varepsilon)$ until diffusion from the contacts, trapping, poor injection and a varying mobility have been ruled out. Varying the thickness helps. Keep the material and contact properties fixed, and use the same small voltage, within the linear range. In this model, a current that falls clearly faster than $L^{-1}$ points to carriers supplied by the contacts; the dependence approaches $L^{-3}$ when the contacts are very dense and the film is thin enough for the background to be negligible. A current close to $L^{-1}$ is less conclusive. Background carriers give it, but so do contacts of moderate density on a thin film: for small $a$ the profile $p_0$ is nearly flat at $p_c$, and the film conducts like a uniform one. The numerical output below lists the main values.

## Calculated quantities

```
Film thickness: 100 nm
Relative permittivity: 2.5
Free-carrier density: 1e+15 cm^-3
Chosen mobility: 1e-12 cm^2/Vs
Temperature: 300 K
Chosen contact density: 1e+18 cm^-3
Charge voltage q*n*L^2/eps: 72.38 mV
Crossing from formula: 64.338 mV
Crossing from integration: 64.338 mV
Crossing, atomic units: 0.002364 hartree/e
Current where lines cross: 1.031e-12 A/cm^2
Injected charge / (q*n*L): 1.333
Transit / relaxation time: 1.5
Dielectric relaxation time: 1382 s
Transit time at crossing: 2072 s
Drift-only current at V_x: 1.861e-12 A/cm^2
Drift-only / crossing current: 1.805
Thermal voltage: 25.85 mV
V_x / thermal voltage: 2.489
Dense-contact linear / ohmic, 300 K: 14.1
Warm temperature: 378 K
Dense-contact linear / ohmic, warm: 17.77
Solved low-bias / ohmic current: 13.02
Full current at V_x: 1.365e-11 A/cm^2
Full / crossing current: 13.25
Full log-log slope at V_x: 1.033
Solved linear and square laws meet: 0.8376 V
Full / square-law current at 1 V: 1.77
Full log-log slope at 1 V: 1.582
Mean field at V_x: 0.006434 MV/cm
Rough breakdown field: 5 MV/cm
Breakdown / mean field: 777.1
Trap-barrier lowering at V_x: 0.0385 eV
Trap emission factor: 4.434
Chosen tunnel barrier: 1 eV
Tunnelling exponent: 1025
Free-mass band density: 2.509e+19 cm^-3
Film / band density: 3.985e-05
Contact / band density: 0.03985
Carriers in a cube of side L: 1
Square-law voltage at 1 MV/cm: 10 V
Square-law current at 1 MV/cm: 2.49e-08 A/cm^2
```
